# Fock Renormalization of Width and Gap in a Half-Filled SSH Chain: verification in Python

```python
"""Fock renormalization of a half-filled dimerized (SSH) chain by a
nearest-neighbour repulsion V (spin 1/2, one electron per site).

Result under test: in uniform-density Hartree-Fock the hoppings become
  t1' = t1 + V p1,  t2' = t2 + V p2   (p1, p2: bond orders per spin),
so full width W = 2(t1'+t2') and gap = 2(t1'-t2'). The ratio r = t2'/t1'
is the single root in (0,1) of t2 - r t1 = V (r p1(r) - p2(r)).
The state is locally stable against a staggered charge wave if 2 V J < 1,
J = average over k of 1/|h(k)|, h = t1' + t2' exp(ik).
Energies are in units of the mean bare hopping t0.
"""
import numpy as np
import scipy.sparse as sp
from scipy.optimize import brentq
from scipy.special import ellipkm1, ellipe, binom


def bond_orders(r):
    """Closed-form bond orders per spin for hopping ratio 0 < r < 1."""
    d = (1 - r) / (1 + r)
    m = 1 - d * d
    K, E = ellipkm1(d * d), ellipe(m)
    total = 2 / np.pi * (E - d * d * K) / m
    diff = 2 / np.pi * d * (K - E) / m
    return (total + diff) / 2, (total - diff) / 2


def solve_chain(t1, t2, V):
    """Self-consistent hoppings and bond orders from the scalar equation."""
    def mismatch(r):
        p1, p2 = bond_orders(r)
        return t2 - r * t1 - V * (r * p1 - p2)
    r = brentq(mismatch, 1e-5, 1 - 1e-6, xtol=1e-14)
    p1, p2 = bond_orders(r)
    return t1 + V * p1, t2 + V * p2, p1, p2


def inverse_average(a, b):
    """J for effective hoppings a > b."""
    return 2 / np.pi * ellipkm1(((a - b) / (a + b))**2) / (a + b)


def k_bond_orders(a, b, k):
    """Bond orders from the occupied Bloch states on a k mesh."""
    h = a + b * np.exp(1j * k)
    phase = h / abs(h)
    return (0.5 * np.mean(phase.real),
            0.5 * np.mean((phase * np.exp(-1j * k)).real))


def ring_matrices(n, t1, t2, boundary=1):
    h, nn = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        hop = -(t1 if i % 2 == 0 else t2) * (boundary if j == 0 else 1)
        h[i, j] = h[j, i] = hop
        nn[i, j] = nn[j, i] = 1
    return h, nn


def ring_hf(h, nn, V, stagger=0.0, noise=0.0):
    """Unrestricted Hartree-Fock in real space, all densities free."""
    n = len(h)
    rng = np.random.default_rng(3)
    c0 = np.linalg.eigh(h)[1][:, :n // 2]
    rho = []
    for _ in range(2):
        x = noise * rng.normal(size=(n, n))
        rho.append(c0 @ c0.T + (x + x.T) / 2
                   + stagger * np.diag((-1.0)**np.arange(n)))
    for _ in range(1500):
        pot = np.diag(V * nn @ (np.diag(rho[0] + rho[1]) - 1))
        new, levels, orbitals = [], [], []
        for s in range(2):
            e, c = np.linalg.eigh(h + pot - V * nn * rho[s])
            new.append(c[:, :n // 2] @ c[:, :n // 2].T)
            levels.append(e)
            orbitals.append(c)
        change = max(abs(new[s] - rho[s]).max() for s in range(2))
        rho = new
        if change < 1e-12:
            break
    assert change < 1e-8
    return levels, orbitals, rho


t1, t2, V = 1.2, 0.8, 0.5
kmesh = 2 * np.pi * np.arange(800) / 800
a, b, p1, p2 = solve_chain(t1, t2, V)
width, gap = 2 * (a + b), 2 * (a - b)
width0, gap0 = 2 * (t1 + t2), 2 * (t1 - t2)

# Closed forms against Bloch-state averages; series and its concavity
for r in (0.2, 0.6, 0.9):
    assert np.allclose(bond_orders(r), k_bond_orders(1, r, kmesh), atol=1e-10)
    order = np.arange(400)
    bn = np.cumprod(np.r_[1, (2 * order + 1) / (2 * order + 2)])
    assert np.allclose(bn[:8], [binom(2*i, i) / 4**i for i in range(8)])
    series = 0.5 * (1-r*r) * np.sum(bn[:-1] * bn[1:] * r**(2*order + 1))
    q1, q2 = bond_orders(r)
    assert abs(series - (r * q1 - q2)) < 1e-10
r_grid = np.linspace(0.01, 0.99, 99)
q_grid = np.array([r * bond_orders(r)[0] - bond_orders(r)[1]
                   for r in r_grid])
assert np.all(np.diff(q_grid, 2) < 0) and 0 < q_grid.min()
assert q_grid.max() < 0.25
h_abs = abs(a + b * np.exp(1j * kmesh))
J = inverse_average(a, b)
assert abs(J - np.mean(1 / h_abs)) < 1e-10

# Weak-dimerization limit
d_small = 0.01
w1, w2 = k_bond_orders(1 + d_small, 1 - d_small,
                       2 * np.pi * np.arange(20000) / 20000)
log_diff = 2 / np.pi * d_small * (np.log(4 / d_small) - 1)
assert abs((w1 - w2) / log_diff - 1) < 1e-3
assert abs(w1 + w2 - 2 / np.pi) < 1e-3

# Direct self-consistency iteration, started from the bare hoppings
x, y = t1, t2
history = [(x, y, *k_bond_orders(x, y, kmesh))]
for _ in range(40):
    u, v = k_bond_orders(x, y, kmesh)
    x, y = t1 + V * u, t2 + V * v
    history.append((x, y, *k_bond_orders(x, y, kmesh)))
assert abs(x - a) < 1e-10 and abs(y - b) < 1e-10
rate = V / 2 * (a*a + b*b) * np.mean(np.sin(kmesh)**2 / h_abs**3)
gaps = [2 * (row[0] - row[1]) for row in history]
seen_rate = (gaps[8] - gaps[7]) / (gaps[7] - gaps[6])
assert abs(seen_rate - rate) < 2e-3 and rate < 1

# Unrestricted real-space ring from strongly and randomly disturbed starts
n_ring = 80
h_ring, nn_ring = ring_matrices(n_ring, t1, t2)
for stagger, noise in ((0.4, 0.0), (0.0, 0.03)):
    lev, _, rho = ring_hf(h_ring, nn_ring, V, stagger, noise)
    for s in range(2):
        e = lev[s]
        assert abs(e[n_ring//2] - e[n_ring//2 - 1] - gap) < 1e-6
        assert abs(e[-1] - e[0] - width) < 1e-6
        assert abs(rho[s][0, 1] - p1) < 1e-6
        assert abs(rho[s][1, 2] - p2) < 1e-6
    ring_gap = lev[0][n_ring//2] - lev[0][n_ring//2 - 1]


def charge_criterion(v):
    A, B, _, _ = solve_chain(t1, t2, v)
    return 2 * v * inverse_average(A, B)


V_c = brentq(lambda v: charge_criterion(v) - 1, 0.3, 1.2)
waves = []
for factor in (0.9, 1.1):
    rho = ring_hf(h_ring, nn_ring, factor * V_c, 0.025)[2]
    waves.append(abs(np.diag(rho[0] + rho[1]) - 1).max())
assert waves[0] < 1e-6 and waves[1] > 0.05

# Many-body test: six-site antiperiodic ring in the full Fock space
L = 6
lower = sp.csr_matrix([[0., 1.], [0., 0.]])
parity = sp.diags([1., -1.]).tocsr()
ann = []
for mode in range(2 * L):
    op = sp.identity(1, format="csr")
    for other in range(2 * L):
        factor = (parity if other < mode else
                  lower if other == mode else sp.identity(2))
        op = sp.kron(op, factor, format="csr")
    ann.append(op)
cre = [op.T.tocsr() for op in ann]
one = sp.identity(4**L, format="csr")
h6, nn6 = ring_matrices(L, t1, t2, boundary=-1)
kinetic, repulsion = 0 * one, 0 * one
site_n = [cre[i] @ ann[i] + cre[i+L] @ ann[i+L] for i in range(L)]
for i in range(L):
    j = (i + 1) % L
    for s in (0, L):
        hop = cre[i+s] @ ann[j+s]
        kinetic = kinetic + h6[i, j] * (hop + hop.T)
    repulsion = repulsion + (site_n[i] - one) @ (site_n[j] - one)
kinetic, repulsion = kinetic.tocsr(), repulsion.tocsr()
number = np.rint(sum(site_n).diagonal()).astype(int)

lev6, orb6, _ = ring_hf(h6, nn6, V)


def determinant(n_up, n_down):
    state = np.zeros(4**L)
    state[0] = 1
    for s, count in enumerate((n_up, n_down)):
        for m in range(count):
            state = sum(orb6[s][i, m] * (cre[i + s*L] @ state)
                        for i in range(L))
    return state


def mean_energy(state):
    return state @ (kinetic @ state + V * (repulsion @ state))


k6 = np.pi * (2 * np.arange(3) + 1) / 3
x6, y6 = t1, t2
for _ in range(200):
    u6, v6 = k_bond_orders(x6, y6, k6)
    x6, y6 = t1 + V * u6, t2 + V * v6
e_formula = 3 * (-4 * (t1*u6 + t2*v6) - 2 * V * (u6**2 + v6**2))
e_hf = mean_energy(determinant(3, 3))
assert abs(e_hf - e_formula) < 1e-9
gap6_hf = (mean_energy(determinant(4, 3)) + mean_energy(determinant(2, 3))
           - 2 * e_hf)
assert abs(gap6_hf - 2 * (x6 - y6)) < 1e-9


def exact_energies(v):
    H = (kinetic + v * repulsion).tocsr()
    out = []
    for count in (5, 6, 7):
        idx = np.flatnonzero(number == count)
        out.append(np.linalg.eigvalsh(H[idx][:, idx].toarray())[0])
    return out


def exact_gap(v):
    e5, e6, e7 = exact_energies(v)
    return e5 + e7 - 2 * e6


e5, e6, e7 = exact_energies(V)
gap6_exact = e5 + e7 - 2 * e6
assert e6 < e_hf
step = 1e-3
slope_exact = (exact_gap(step) - exact_gap(-step)) / (2 * step)
bare6 = k_bond_orders(t1, t2, k6)
slope_fock = 2 * (bare6[0] - bare6[1])
assert abs(slope_exact - slope_fock) < 1e-4

print("All energies in units of the mean bare hopping t0")
print(f"Input: t1 = {t1:.2f}, t2 = {t2:.2f}, V = {V:.2f} t0")
print(f"Bare full width = {width0:.4f} t0, bare gap = {gap0:.4f} t0")
print("Iteration: step, t1' [t0], t2' [t0], p1, p2, gap [t0]")
for i in (0, 1, 2, 3, 4, 6, 8):
    A, B, u, v = history[i]
    print(f" {i:2d} {A:.6f} {B:.6f} {u:.6f} {v:.6f} {2*(A-B):.6f}")
print(f"Iteration ratio: predicted {rate:.4f}, observed {seen_rate:.4f}")
print(f"Root r = t2'/t1' = {b/a:.6f}, bare ratio = {t2/t1:.6f}")
print(f"Relative dimerization: bare {(t1-t2)/(t1+t2):.4f}, "
      f"final {(a-b)/(a+b):.4f}")
print(f"Bond orders: p1 = {p1:.6f}, p2 = {p2:.6f}")
print(f"Sum p1+p2 = {p1+p2:.6f}, difference p1-p2 = {p1-p2:.6f}")
print(f"Hoppings: t1' = {a:.6f} t0, t2' = {b:.6f} t0")
print(f"Full width = {width:.4f} t0, factor {width/width0:.4f}")
print(f"Single-band width = {2*b:.4f} t0, factor {b/t2:.4f}")
print(f"Gap = {gap:.4f} t0, factor {gap/gap0:.4f}")
print(f"Gap from unrestricted {n_ring}-site ring = {ring_gap:.4f} t0")
print(f"J = {J:.4f} / t0, charge criterion 2VJ = {2*V*J:.4f}")
print(f"Charge-wave threshold V_c = {V_c:.4f} t0")
print(f"Charge amplitude at 0.9 V_c: {waves[0]:.1e}, "
      f"at 1.1 V_c: {waves[1]:.3f} electrons")
print("Scan in V: V [t0], width [t0], gap [t0], factors W, gap, 2VJ")
for v in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    A, B, _, _ = solve_chain(t1, t2, v)
    fw, fg = 2 * (A + B) / width0, 2 * (A - B) / gap0
    assert fg > fw > 1
    print(f" {v:.1f} {2*(A+B):.4f} {2*(A-B):.4f} {fw:.4f} {fg:.4f} "
          f"{charge_criterion(v):.4f}")
v_weak = 0.25
print(f"Scan in dimerization at V = {v_weak} t0, t1+t2 = 2 t0:")
print(" t1-t2 [t0], gap [t0], factors W, gap, p1-p2, its log form, 2VJ")
previous = 1.0
for diff in (0.4, 0.2, 0.1):
    A, B, u, v = solve_chain(1 + diff/2, 1 - diff/2, v_weak)
    d = (A - B) / (A + B)
    fg = (A - B) / diff
    assert fg > previous
    previous = fg
    crit = 2 * v_weak * inverse_average(A, B)
    assert crit < 1
    print(f" {diff:.1f} {2*(A-B):.4f} {(A+B)/2:.4f} {fg:.4f} {u-v:.4f} "
          f"{2/np.pi*d*(np.log(4/d)-1):.4f} {crit:.4f}")
print("Six-site antiperiodic ring, same t1, t2, V:")
print(f" energy: Hartree-Fock {e_hf:.4f} t0, exact {e6:.4f} t0")
print(f" gap: bare {gap0:.4f}, Hartree-Fock {gap6_hf:.4f}, "
      f"exact {gap6_exact:.4f} t0")
print(f" d(gap)/dV at V=0: Fock {slope_fock:.5f}, exact {slope_exact:.5f}")
print("PASS")
```

Running it gives:

```
All energies in units of the mean bare hopping t0
Input: t1 = 1.20, t2 = 0.80, V = 0.50 t0
Bare full width = 4.0000 t0, bare gap = 0.8000 t0
Iteration: step, t1' [t0], t2' [t0], p1, p2, gap [t0]
  0 1.200000 0.800000 0.438664 0.177967 0.800000
  1 1.419332 0.888983 0.446596 0.165700 1.060697
  2 1.423298 0.882850 0.447724 0.163890 1.080896
  3 1.423862 0.881945 0.447887 0.163627 1.083834
  4 1.423944 0.881814 0.447911 0.163589 1.084260
  6 1.423957 0.881792 0.447915 0.163583 1.084330
  8 1.423957 0.881791 0.447915 0.163583 1.084332
Iteration ratio: predicted 0.1448, observed 0.1448
Root r = t2'/t1' = 0.619254, bare ratio = 0.666667
Relative dimerization: bare 0.2000, final 0.2351
Bond orders: p1 = 0.447915, p2 = 0.163583
Sum p1+p2 = 0.611497, difference p1-p2 = 0.284332
Hoppings: t1' = 1.423957 t0, t2' = 0.881791 t0
Full width = 4.6115 t0, factor 1.1529
Single-band width = 1.7636 t0, factor 1.1022
Gap = 1.0843 t0, factor 1.3554
Gap from unrestricted 80-site ring = 1.0843 t0
J = 0.7896 / t0, charge criterion 2VJ = 0.7896
Charge-wave threshold V_c = 0.6736 t0
Charge amplitude at 0.9 V_c: 2.3e-11, at 1.1 V_c: 0.306 electrons
Scan in V: V [t0], width [t0], gap [t0], factors W, gap, 2VJ
 0.1 4.1231 0.8531 1.0308 1.0664 0.1842
 0.2 4.2459 0.9082 1.0615 1.1352 0.3540
 0.3 4.3682 0.9651 1.0920 1.2063 0.5107
 0.4 4.4900 1.0238 1.1225 1.2798 0.6555
 0.5 4.6115 1.0843 1.1529 1.3554 0.7896
 0.6 4.7325 1.1466 1.1831 1.4332 0.9141
Scan in dimerization at V = 0.25 t0, t1+t2 = 2 t0:
 t1-t2 [t0], gap [t0], factors W, gap, p1-p2, its log form, 2VJ
 0.4 0.9364 1.0768 1.1705 0.2728 0.2647 0.4339
 0.2 0.4939 1.0785 1.2347 0.1877 0.1861 0.5257
 0.1 0.2617 1.0792 1.3085 0.1234 0.1231 0.6183
Six-site antiperiodic ring, same t1, t2, V:
 energy: Hartree-Fock -8.4790 t0, exact -8.5986 t0
 gap: bare 0.8000, Hartree-Fock 1.1826, exact 1.2746 t0
 d(gap)/dV at V=0: Fock 0.74314, exact 0.74314
PASS
```
